**Vacancy and antisite formation energies between the elemental-rich limits**

For a compound A_mB_n with formation enthalpy H per formula unit, a defect that adds ΔN_A and ΔN_B atoms changes its formation energy by |ΔN_A/m − ΔN_B/n| |H| at fixed charge state and Fermi level. The program asserts this law against linear programming for seven kinds of defect and three stoichiometries. It also enumerates the states of an eight-site zincblende crystal that is free to create sites, and asserts that the defect probabilities give the same changes for AB. In the CdTe bond model, with H = −1.0 eV, the output shows 1.0 eV for a vacancy and 2.0 eV for an antisite. A competing compound AB₂ reduces these to 0.7 and 1.4 eV, with the ratio unchanged. When charge neutrality sets the Fermi level and the gap is 1.5 eV, the changes become 0.49 eV for V_Cd(2−) and 2.51 eV for Te_Cd(2+). The program asserts that the Fermi level found from neutrality also minimizes the total number of carriers and defects. All material parameters are round model values, so the densities are illustrations rather than predictions.

## Numerical check

```python
"""
Result under test: between the A-rich and B-rich limits of a compound A_m B_n,
a defect that adds dN_A and dN_B atoms changes its formation energy by
    |dN_A/m - dN_B/n| * |H|       (fixed charge state, fixed Fermi level),
where H is the formation enthalpy per formula unit. For AB this is |H| for a
vacancy and 2|H| for an antisite. If neutrality moves the Fermi level E_F,
a defect of charge q changes by a further q * (change of E_F).
Symbols: mu = chemical potential (eV per atom), V_A = vacancy on an A site,
B_A = B atom on an A site. Example: bond model of CdTe, A = Cd, B = Te,
with round parameters of roughly realistic size.
"""
import itertools
import math
import numpy as np
from scipy import constants as const
from scipy.optimize import linprog, brentq, minimize_scalar
from scipy.special import logsumexp

k_B = const.k / const.e                      # eV/K
A, B, VAC = 0, 1, 2

# ---------- round model parameters ----------
T = 850.0                                    # K
kT = k_B * T
bond_AB, bond_AA, bond_BB = -1.1, -0.1, -0.6  # eV per nearest-neighbour bond
E_A, E_B = -1.2, -2.2                        # eV per atom, elements in own crystals
lattice_nm = 0.65
p_sat = 60.0                                 # Torr, Cd vapour over pure Cd, rough
bond = np.zeros((3, 3))
bond[A, A], bond[B, B] = bond_AA, bond_BB
bond[A, B] = bond[B, A] = bond_AB


# ---------- explicit zincblende lattice ----------
def zincblende(reps):
    """Number of A sites and bond list; A sites come first. Unit: a/4."""
    size = 4 * reps
    fcc = [(0, 0, 0), (0, 2, 2), (2, 0, 2), (2, 2, 0)]
    cells = list(itertools.product(range(0, size, 4), repeat=3))
    a_sites = [tuple(np.add(c, f)) for c in cells for f in fcc]
    b_sites = [tuple(np.add(s, 1) % size) for s in a_sites]
    index_b = {s: i + len(a_sites) for i, s in enumerate(b_sites)}
    steps = [(1, 1, 1), (1, -1, -1), (-1, 1, -1), (-1, -1, 1)]
    pairs = [(i, index_b[tuple(np.add(s, d) % size)])
             for i, s in enumerate(a_sites) for d in steps]
    assert len(set(pairs)) == 4 * len(a_sites)
    return len(a_sites), np.array(pairs)


def energy(species, pairs):
    return bond[species[..., pairs[:, 0]], species[..., pairs[:, 1]]].sum(axis=-1)


n_a, pairs = zincblende(2)
perfect = np.array([A] * n_a + [B] * n_a)
E_perfect = energy(perfect, pairs)
E_AB = E_perfect / n_a
H = E_AB - E_A - E_B


def supercell_defect(site, new_species):
    """Energy difference and atom count change from two whole supercells."""
    s = perfect.copy()
    s[site] = new_species
    dN = np.array([np.sum(s == X) - np.sum(perfect == X) for X in (A, B)])
    return energy(s, pairs) - E_perfect, dN


defects = {"V_A": supercell_defect(0, VAC), "B_A": supercell_defect(0, B),
           "V_B": supercell_defect(n_a, VAC), "A_B": supercell_defect(n_a, A)}


def formation(name, mu_A, mu_B):
    dE, dN = defects[name]
    return dE - dN[0] * mu_A - dN[1] * mu_B


A_rich = (E_A, E_AB - E_A)
B_rich = (E_AB - E_B, E_B)


# ---------- extremes of formation energy by linear programming ----------
def swing(dN, m, n, e_a, e_b, e_compound, rival=None):
    """Largest minus smallest formation energy over all allowed mu."""
    extra = {} if rival is None else {"A_ub": [rival[0]], "b_ub": [rival[1]]}
    ends = []
    for sign in (1, -1):
        r = linprog(-sign * np.array(dN, float), A_eq=[[m, n]], b_eq=[e_compound],
                    bounds=[(None, e_a), (None, e_b)], method="highs", **extra)
        assert r.status == 0
        ends.append(sign * r.fun)
    return ends[1] - ends[0]


kinds = {"V_A": (-1, 0), "V_B": (0, -1), "B_A": (-1, 1), "A_B": (1, -1),
         "A_i": (1, 0), "B_i": (0, 1), "V_A+V_B": (-1, -1)}
for m, n in [(1, 1), (2, 3), (1, 2)]:
    for dN in kinds.values():
        found = swing(dN, m, n, E_A, E_B, m * E_A + n * E_B + H)
        assert abs(found - abs(dN[0] / m - dN[1] / n) * abs(H)) < 1e-7
sw = {name: swing(dN, 1, 1, E_A, E_B, E_AB) for name, dN in kinds.items()}
for name in defects:
    direct = abs(formation(name, *A_rich) - formation(name, *B_rich))
    assert abs(direct - sw[name]) < 1e-7
sw23 = {x: swing(kinds[x], 2, 3, 0, 0, -1.0) for x in ("V_A", "V_B", "B_A")}

# a rival compound AB2 shortens the window of AB but keeps the ratio
H_rival = -1.3
rival = ([1, 2], H_rival)
rival_V = swing(kinds["V_A"], 1, 1, 0, 0, H, rival)
rival_anti = swing(kinds["B_A"], 1, 1, 0, 0, H, rival)
assert rival_V < abs(H) - 0.1
assert abs(rival_V - (2 * abs(H) - abs(H_rival))) < 1e-7
assert abs(rival_anti - 2 * rival_V) < 1e-7

# antisite -> two vacancies + one crystal unit: energy needs no mu
reaction = 2 * defects["V_A"][0] - defects["B_A"][0] + E_AB
for mu_A in np.linspace(B_rich[0], A_rich[0], 5):
    mus = (mu_A, E_AB - mu_A)
    assert abs(2 * formation("V_A", *mus) - formation("B_A", *mus) - reaction) < 1e-9

# ---------- exact enumeration; crystal free to create sites ----------
n8, pairs8 = zincblende(1)
states = np.array(list(itertools.product(range(3), repeat=2 * n8)))
spin = np.array([1, -1, 0])[states]
order = spin[:, :n8].sum(axis=1) - spin[:, n8:].sum(axis=1)
states = states[order >= 5]                  # crystal branch with A on A sites
E8 = energy(states, pairs8)
N_A8, N_B8 = (states == A).sum(axis=1), (states == B).sum(axis=1)
anions_intact = (states[:, n8:] == B).all(axis=1)


def enumerated(mu_A):
    """mu_B from zero grand potential, then -kT ln(probability) of defects."""
    def log_weights(mu_B):
        return -(E8 - N_A8 * mu_A - N_B8 * mu_B) / kT
    guess = E_AB - mu_A
    mu_B = brentq(lambda x: logsumexp(log_weights(x)), guess - 0.4, guess + 0.3,
                  xtol=1e-13)
    w = np.exp(log_weights(mu_B))
    w /= w.sum()
    cost = [-kT * math.log(w[anions_intact & (states[:, 0] == X)].sum())
            for X in (VAC, B)]
    return mu_B, cost[0], cost[1]


enum_A, enum_B = enumerated(A_rich[0]), enumerated(B_rich[0])
for (mu_B, cost_V, cost_anti), mus in [(enum_A, A_rich), (enum_B, B_rich)]:
    assert abs(mu_B - mus[1]) < 1e-5
    assert abs(cost_V - formation("V_A", *mus)) < 1e-5
    assert abs(cost_anti - formation("B_A", *mus)) < 1e-5
enum_swing_V = enum_A[1] - enum_B[1]
enum_swing_anti = enum_A[2] - enum_B[2]
assert abs(enum_swing_V - abs(H)) < 1e-5
assert abs(enum_swing_anti - 2 * abs(H)) < 1e-5

# crossing of V_A and B_A inside the window, found numerically
cross = brentq(lambda x: formation("V_A", x, E_AB - x) - formation("B_A", x, E_AB - x),
               B_rich[0], A_rich[0]) - E_A
sites = 4 / (lattice_nm * 1e-7) ** 3         # per cm3, sites of one sublattice


def density(name, mus):
    return sites * math.exp(-formation(name, *mus) / kT)


# ---------- ideal vapour: pressure proportional to exp(mu/kT) ----------
def mean_number(mu):
    x = 30.0 * math.exp(mu / kT)
    logs = np.array([N * math.log(x) - math.lgamma(N + 1) for N in range(200)])
    w = np.exp(logs - logsumexp(logs))
    return float(np.dot(np.arange(200), w))


assert abs(mean_number(-0.2) / mean_number(0.0) / math.exp(-0.2 / kT) - 1) < 1e-9
p_B_rich = p_sat * math.exp(-abs(H) / kT)

# ---------- neglected effect: molten elements lower the upper limits of mu ----------
melt_A, melt_B = 590.0, 720.0                # K, rough
s_A, s_B = 1.3, 2.9                          # entropy of fusion in k_B, rough
drop_A, drop_B = k_B * s_A * (T - melt_A), k_B * s_B * (T - melt_B)
melt_V = swing(kinds["V_A"], 1, 1, E_A - drop_A, E_B - drop_B, E_AB)
melt_anti = swing(kinds["B_A"], 1, 1, E_A - drop_A, E_B - drop_B, E_AB)
assert abs(melt_anti - 2 * melt_V) < 1e-7
p_B_rich_melt = p_sat * math.exp(-melt_V / kT)

# ---------- neglected effect: Fermi level set by neutrality ----------
mass_e, mass_h = 0.1, 0.6                    # in electron masses, rough
levels = {"V_A": (-1, (0.2, 0.4)), "B_A": (1, (0.9, 0.6)), "V_B": (1, (1.1, 1.0))}


def band_density(mass):
    return 2 * (2 * math.pi * mass * const.m_e * const.k * T / const.h**2) ** 1.5 * 1e-6


def populations(E_F, mus, gap):
    """Electrons, holes and {(defect, charge): density}, all per cm3."""
    n = band_density(mass_e) * math.exp((E_F - gap) / kT)
    p = band_density(mass_h) * math.exp(-E_F / kT)
    c = {}
    for name, (sign, lev) in levels.items():
        for z in range(3):
            E = formation(name, *mus) - sign * sum(lev[:z]) + sign * z * E_F
            c[name, sign * z] = sites * math.exp(-E / kT)
    return n, p, c


def net_charge(E_F, mus, gap):
    n, p, c = populations(E_F, mus, gap)
    return p - n + sum(q * x for (_, q), x in c.items())


def total_count(E_F, mus, gap):
    n, p, c = populations(E_F, mus, gap)
    return math.log(n + p + sum(c.values()))


def compensation(gap):
    """Fermi levels in both limits and net changes of two charged defects."""
    fermi, pops = [], []
    for mus in (A_rich, B_rich):
        root = brentq(net_charge, 0.0, gap, args=(mus, gap), xtol=1e-12)
        low = minimize_scalar(total_count, bounds=(0.0, gap), args=(mus, gap),
                              method="bounded", options={"xatol": 1e-10}).x
        assert abs(root - low) < 1e-5        # neutrality = minimum of total count
        assert min(root, gap - root) > 3 * kT    # Boltzmann carriers
        pops.append(populations(low, mus, gap))
        assert max(pops[-1][2].values()) < 1e-3 * sites    # dilute defects
        fermi.append(root)
    change = {}
    for key, count in ((("V_A", -2), 1), (("B_A", 2), 2)):
        change[key] = kT * math.log(pops[1][2][key] / pops[0][2][key])
        law = count * abs(H) + key[1] * (fermi[0] - fermi[1])
        assert abs(change[key] - law) < 1e-4
    return fermi, change, pops


gap, hot_gap = 1.5, 1.3                      # eV, rough: room and growth temperature
fermi, change, pops = compensation(gap)
hot_fermi, hot_change, _ = compensation(hot_gap)

# ---------- output ----------
print(f"T = {T:.0f} K, kT = {kT:.4f} eV")
print(f"bonds AB, AA, BB = {bond_AB}, {bond_AA}, {bond_BB} eV")
print(f"elements E_A, E_B = {E_A}, {E_B} eV/atom")
print(f"compound E_AB = {E_AB:.3f} eV per AB")
print(f"formation enthalpy H = {H:.3f} eV per AB")
print(f"A-rich mu_A, mu_B = {A_rich[0]:.3f}, {A_rich[1]:.3f} eV")
print(f"B-rich mu_A, mu_B = {B_rich[0]:.3f}, {B_rich[1]:.3f} eV")
for name in defects:
    print(f"{name}: supercell energy difference = {defects[name][0]:.3f} eV")
    print(f"{name}: A-rich {formation(name, *A_rich):.3f}, "
          f"B-rich {formation(name, *B_rich):.3f}, change {sw[name]:.3f} eV")
print(f"vacancy pair V_A+V_B: change = {abs(sw['V_A+V_B']):.3f} eV")
print(f"B_A -> 2 V_A + AB: energy = {reaction:.3f} eV")
print(f"enumeration: V_A change = {enum_swing_V:.5f} eV")
print(f"enumeration: B_A change = {enum_swing_anti:.5f} eV")
print(f"V_A = B_A energy at mu_A - E_A = {cross:.3f} eV")
print(f"sites per sublattice = {sites:.3e} cm^-3 (a = {lattice_nm} nm)")
for name in ("V_A", "B_A"):
    print(f"neutral {name}: A-rich {density(name, A_rich):.2e}, "
          f"B-rich {density(name, B_rich):.2e} cm^-3")
    print(f"neutral {name}: ratio = {density(name, B_rich)/density(name, A_rich):.2e}")
print(f"Cd pressure: A-rich {p_sat:.0f}, B-rich {p_B_rich:.1e} Torr")
print(f"A2B3, H = -1 eV: V_A {sw23['V_A']:.3f}, V_B {sw23['V_B']:.3f}, "
      f"B_A {sw23['B_A']:.3f} eV")
print(f"rival AB2 (H = {H_rival} eV): V_A {rival_V:.3f}, B_A {rival_anti:.3f} eV")
print(f"melting inputs: {melt_A:.0f}, {melt_B:.0f} K; {s_A}, {s_B} k_B")
print(f"melting lowers mu limits by {drop_A:.3f} (A), {drop_B:.3f} (B) eV")
print(f"molten elements: V_A {melt_V:.3f}, B_A {melt_anti:.3f} eV")
print(f"molten elements: B-rich Cd pressure = {p_B_rich_melt:.1e} Torr")
print(f"masses e, h = {mass_e}, {mass_h} m_e")
for name, (sign, lev) in levels.items():
    print(f"{name} levels above valence band = {lev[0]}, {lev[1]} eV")
for g, f, c in ((gap, fermi, change), (hot_gap, hot_fermi, hot_change)):
    print(f"gap {g} eV: E_F A-rich {f[0]:.3f}, B-rich {f[1]:.3f} eV")
    print(f"gap {g} eV: E_F shift, A-rich minus B-rich = {f[0]-f[1]:.3f} eV")
    print(f"gap {g} eV: net change V_A(2-) = {c['V_A', -2]:.3f} eV")
    print(f"gap {g} eV: net change B_A(2+) = {c['B_A', 2]:.3f} eV")
for label, (n, p, c) in zip(("A-rich", "B-rich"), pops):
    print(f"{label}, gap {gap} eV: n = {n:.2e}, p = {p:.2e} cm^-3")
    print(f"{label}: V_A(2-) {c['V_A', -2]:.2e}, V_B(2+) {c['V_B', 2]:.2e} cm^-3")
    print(f"{label}: B_A(2+) {c['B_A', 2]:.2e} cm^-3")
print("finished without a failed check")
```

It prints:

```
T = 850 K, kT = 0.0732 eV
bonds AB, AA, BB = -1.1, -0.1, -0.6 eV
elements E_A, E_B = -1.2, -2.2 eV/atom
compound E_AB = -4.400 eV per AB
formation enthalpy H = -1.000 eV per AB
A-rich mu_A, mu_B = -1.200, -3.200 eV
B-rich mu_A, mu_B = -2.200, -2.200 eV
V_A: supercell energy difference = 4.400 eV
V_A: A-rich 3.200, B-rich 2.200, change 1.000 eV
B_A: supercell energy difference = 2.000 eV
B_A: A-rich 4.000, B-rich 2.000, change 2.000 eV
V_B: supercell energy difference = 4.400 eV
V_B: A-rich 1.200, B-rich 2.200, change 1.000 eV
A_B: supercell energy difference = 4.000 eV
A_B: A-rich 2.000, B-rich 4.000, change 2.000 eV
vacancy pair V_A+V_B: change = 0.000 eV
B_A -> 2 V_A + AB: energy = 2.400 eV
enumeration: V_A change = 1.00000 eV
enumeration: B_A change = 2.00000 eV
V_A = B_A energy at mu_A - E_A = -0.800 eV
sites per sublattice = 1.457e+22 cm^-3 (a = 0.65 nm)
neutral V_A: A-rich 1.55e+03, B-rich 1.32e+09 cm^-3
neutral V_A: ratio = 8.49e+05
neutral B_A: A-rich 2.80e-02, B-rich 2.02e+10 cm^-3
neutral B_A: ratio = 7.22e+11
Cd pressure: A-rich 60, B-rich 7.1e-05 Torr
A2B3, H = -1 eV: V_A 0.500, V_B 0.333, B_A 0.833 eV
rival AB2 (H = -1.3 eV): V_A 0.700, B_A 1.400 eV
melting inputs: 590, 720 K; 1.3, 2.9 k_B
melting lowers mu limits by 0.029 (A), 0.032 (B) eV
molten elements: V_A 0.938, B_A 1.877 eV
molten elements: B-rich Cd pressure = 1.6e-04 Torr
masses e, h = 0.1, 0.6 m_e
V_A levels above valence band = 0.2, 0.4 eV
B_A levels above valence band = 0.9, 0.6 eV
V_B levels above valence band = 1.1, 1.0 eV
gap 1.5 eV: E_F A-rich 1.033, B-rich 0.777 eV
gap 1.5 eV: E_F shift, A-rich minus B-rich = 0.256 eV
gap 1.5 eV: net change V_A(2-) = 0.488 eV
gap 1.5 eV: net change B_A(2+) = 2.512 eV
gap 1.3 eV: E_F A-rich 0.958, B-rich 0.741 eV
gap 1.3 eV: E_F shift, A-rich minus B-rich = 0.217 eV
gap 1.3 eV: net change V_A(2-) = 0.565 eV
gap 1.3 eV: net change B_A(2+) = 2.435 eV
A-rich, gap 1.5 eV: n = 6.42e+15, p = 4.19e+13 cm^-3
A-rich: V_A(2-) 7.57e+11, V_B(2+) 1.79e+15 cm^-3
A-rich: B_A(2+) 1.24e-05 cm^-3
B-rich, gap 1.5 eV: n = 1.95e+14, p = 1.38e+15 cm^-3
B-rich: V_A(2-) 5.93e+14, V_B(2+) 2.29e+12 cm^-3
B-rich: B_A(2+) 9.72e+09 cm^-3
finished without a failed check
```
